# Self-scattering in semiclassical Monte Carlo: constant event rate, unchanged carrier distribution

Suppose that a simulated carrier is to suffer events at a rate $\Gamma$ that is the same in every state and at every time. Symmetry and dimensions then fix the scheme.

- **Waiting time.** Since no moment is special, the probability $Q(t)$ of no event during $t$ obeys $Q(s+t)=Q(s)Q(t)$. Its decreasing solution with initial slope $-\Gamma$ is $Q=e^{-\Gamma t}$.
- **Acceptance.** Let an event be a real collision with probability $p$, depending on the real collision rate $\lambda$ and on $\Gamma$. As $p$ is dimensionless, $p=\varphi(\lambda/\Gamma)$. Real collisions must occur at rate $\lambda$, so $\Gamma\varphi(\lambda/\Gamma)=\lambda$ and $p=\lambda/\Gamma$. A probability cannot exceed one, hence $\Gamma\ge\lambda$.
- **Remaining events.** They must leave every carrier distribution unchanged, including one concentrated at a single wave vector $\mathbf k$. They must therefore return the same $\mathbf k$, direction included.

These last events are called null events or self-scattering. What remains to be proved is that the scheme reproduces real flights when $\lambda$ changes during the flight.

## What goes wrong without null events

Between collisions a carrier obeys $\hbar\,d\mathbf k/dt=\mathbf F$, with a constant force $\mathbf F$. A collision takes $\mathbf k$ to $\mathbf k'$ with rate density $W(\mathbf k\to\mathbf k')$, and $\lambda(\mathbf k)=\int W(\mathbf k\to\mathbf k')\,d\mathbf k'$. The carriers are nondegenerate, and collisions are instantaneous and without memory.

Let $S(t)$ be the probability of no real collision up to time $t$ after the start of a flight. Surviving a further $dt$ has probability $1-\lambda\,dt$, so

$$\frac{dS}{dt}=-\lambda(\mathbf k(t))\,S,\qquad S(t)=\exp\left[-\int_0^t\lambda(\mathbf k(s))\,ds\right].$$

The simplest recipe draws a waiting time from the rate at the start of the flight. The following model shows how badly this can fail.

Take a parabolic, spherical band with mass $m=0.26\,m_e$ and one effective phonon of energy $\hbar\omega=60$ meV. Measure energy by $x=E/\hbar\omega$ and velocity by $\mathbf w=\mathbf v/v_0$, with $v_0=\sqrt{2\hbar\omega/m}=2.849\times10^7$ cm/s. Then $E=mv^2/2$ gives $x=|\mathbf w|^2$. With the $z$ axis along the force on the electron and a field of 10 kV/cm,

$$w_z(t)=w_z(0)+\alpha t,\qquad \alpha=\frac{|\mathbf F|}{mv_0}=2.374\ \text{ps}^{-1},$$

while the transverse part $w_\perp$ stays fixed.

All scattering is isotropic, with matrix elements independent of wave vector. By the golden rule each rate is then proportional to the density of final states, which varies as the square root of the final energy:

$$\lambda_{\rm ac}=a\sqrt x,\quad \lambda_{\rm abs}=bN\sqrt{x+1},\quad \lambda_{\rm em}=b(N+1)\sqrt{x-1}\ \ (x>1).$$

These describe elastic acoustic scattering, phonon absorption and phonon emission. At 300 K, $a=5$ ps$^{-1}$, $b=10$ ps$^{-1}$ and $N=1/(e^{\hbar\omega/k_BT}-1)=0.1089$.

Start an electron against the force, with $w_z=-1$ and $w_\perp^2=0.1$, so that $x=1.1$. Its initial rate is

$$5\sqrt{1.1}+1.089\sqrt{2.1}+11.089\sqrt{0.1}=5.24+1.58+3.51=10.33\ \text{ps}^{-1}.$$

Frozen at this value, the rate gives a survival of $e^{-10.33\times0.2}=0.13$ after 0.2 ps. The true survival is 0.313, because the electron slows down, loses the ability to emit a phonon, and collides less often.

The correct direct recipe draws $r$ uniformly in $(0,1)$ and solves $\int_0^\tau\lambda(\mathbf k(t))\,dt=-\ln r$ for $\tau$. That requires an integral and a root search for each flight. Null events remove both.

## Recovering the real flight

Follow one path with no real collision. Let $R_n(t)$ be the probability that, by time $t$, there has been no real collision and there have been $n$ null events. Null events leave the path alone, so the same $\lambda(t)\equiv\lambda(\mathbf k(t))$ applies for every $n$. Any event removes probability from $R_n$ at rate $\Gamma$; a null event feeds it from $R_{n-1}$ at rate $\Gamma(1-\lambda/\Gamma)=\Gamma-\lambda$. Thus

$$\dot R_0=-\Gamma R_0,\qquad \dot R_n=-\Gamma R_n+[\Gamma-\lambda(t)]R_{n-1}\quad(n\ge1),$$

with $R_0(0)=1$ and $R_n(0)=0$ for $n\ge1$. Put $R_n=e^{-\Gamma t}q_n$. The derivative of the exponential cancels the loss term, leaving

$$q_0=1,\qquad \dot q_n=[\Gamma-\lambda(t)]q_{n-1}.$$

Define $G(t)=\int_0^t[\Gamma-\lambda(s)]ds$. If $q_{n-1}=G^{n-1}/(n-1)!$, then $\dot q_n=\dot G\,G^{n-1}/(n-1)!$, whose integral vanishing at $t=0$ is $G^n/n!$. Since $q_0=1$ has this form, induction gives

$$R_n=e^{-\Gamma t}\frac{G^n}{n!},\qquad \sum_{n=0}^{\infty}R_n=e^{-\Gamma t+G}=\exp\left[-\int_0^t\lambda(s)\,ds\right]=S(t).$$

The constant $\Gamma$ has disappeared. An event in the next $dt$ has probability $\Gamma\,dt$ and is real with probability $\lambda/\Gamma$, so the density of the next real collision time is $S\Gamma(\lambda/\Gamma)=\lambda S$, as in the direct flight law.

At a real collision the new state is drawn from $W(\mathbf k\to\mathbf k')/\lambda(\mathbf k)$ in both schemes. The joint law of the first collision time and the state after it therefore agrees. Given that state, the same argument applies to the next flight. Induction extends the agreement to every finite sequence of real collisions, and the deterministic flights between them fill in the path. Distributions at any time, transients and correlations between times are all preserved.

For the electron above, $\Gamma=52.689$ ps$^{-1}$ gives $\Gamma t=10.538$ at 0.2 ps. Repeated numerical integration over the times of up to 70 null events gives a survival of 0.3131929; direct quadrature of $\lambda$ gives 0.3131926. Dividing $R_n$ by $S$ shows that the null events on surviving paths are Poisson distributed with mean $G=10.538-1.161=9.377$. The probability of no event of any kind is just $2.7\times10^{-5}$, so nearly all the survival comes from paths interrupted by null events.

Two limits show the meaning of $\Gamma$. If $\lambda$ is constant and $\Gamma=\lambda$, then $G=0$ and there are no null events. If $\Gamma\to\infty$, the mean step $\delta t=1/\Gamma$ shrinks and the acceptance becomes $\lambda\,\delta t$: the method turns into fine time stepping with random steps. Unlike fixed steps with that acceptance, it has no step-size error at finite $\Gamma$, provided that $\Gamma\ge\lambda$.

## The same result in the Boltzmann equation

For the distribution $f(\mathbf k,t)$, the enlarged collision kernel is

$$W_\Gamma(\mathbf k'\to\mathbf k)=W(\mathbf k'\to\mathbf k)+[\Gamma-\lambda(\mathbf k')]\,\delta(\mathbf k-\mathbf k').$$

Its total rate out of every state, counting null events, is $\lambda+(\Gamma-\lambda)=\Gamma$. Gain minus loss is

$$\int W_\Gamma(\mathbf k'\to\mathbf k)f(\mathbf k')\,d\mathbf k'-\Gamma f(\mathbf k)=\int W(\mathbf k'\to\mathbf k)f(\mathbf k')\,d\mathbf k'+(\Gamma-\lambda)f-\Gamma f.$$

The last two terms add to $-\lambda f$, the real loss. The cancellation holds at each $\mathbf k$ and for any $f$, stationary or not. It would also hold algebraically for $\Gamma<\lambda$, but the null rate would then be negative and could not be simulated as a probability.

Now let $f_n$ be the part of $f$ that has suffered $n$ events of either kind:

$$\frac{\partial f_n}{\partial t}+\frac{\mathbf F}{\hbar}\cdot\nabla_{\mathbf k}f_n=-\Gamma f_n+\int W_\Gamma(\mathbf k'\to\mathbf k)f_{n-1}(\mathbf k')\,d\mathbf k',$$

with $f_{-1}=0$. Integrate over $\mathbf k$. The drift term vanishes, because no carriers leave through the boundary, and the gain becomes $\Gamma P_{n-1}$, where $P_n=\int f_n\,d\mathbf k$ for unit total probability. Hence $\dot P_n=-\Gamma P_n+\Gamma P_{n-1}$. This is the recursion for $R_n$ with $\lambda=0$, so $P_n=e^{-\Gamma t}(\Gamma t)^n/n!$. The total event count is Poisson whatever the scattering; the real collision rate still varies with the state.

A transient test used ten momentum cells on a ring, random transfer rates, one-way drift at rate 3 and a start in one cell. With $\Gamma$ at 1.2 times the largest loss rate, and up to 40 events kept, the summed distribution after unit time matched the evolution without null events to $6\times10^{-17}$ per cell. The event counts matched the Poisson law to $1.2\times10^{-16}$.

## The algorithm and its averages

For each carrier, repeat:

1. Draw $r$ uniformly in $(0,1)$, set $\tau=-\ln r/\Gamma$, and move the carrier for $\tau$.
2. Evaluate the rates at the end point and draw $u$ uniformly in $(0,\Gamma)$.
3. If $u\ge\lambda$, keep the whole state and return to step 1.
4. If $u<\lambda$, choose the mechanism by comparing $u$ with the cumulative rates. Set the new energy $x'$ to $x$, $x+1$ or $x-1$; draw $\mu$ uniformly in $(-1,1)$; set $w_z=\sqrt{x'}\,\mu$ and $w_\perp^2=x'(1-\mu^2)$. Return to step 1.

Randomizing the direction in step 3 would add real elastic scattering at rate $\Gamma-\lambda$ and relax the drift.

The constant rate also simplifies averages. The chance of an event in $dt$ is $\Gamma\,dt$ whatever the state, so the state just before an event is distributed as $f$. Averaging a quantity $A$ over the states before all events gives $\langle A\rangle$, the ordinary time average in a steady state. Before real collisions the weight is $\lambda f$, and the average is $\langle\lambda A\rangle/\langle\lambda\rangle$. Here the mean energy is 52.09 meV, but before real collisions it is 78.15 meV: energetic electrons collide more often and are overcounted.

## Ten kilovolts per centimetre

The ceiling is the total rate at 0.6 eV, where $x=10$:

$$\Gamma=15.81+3.61+33.27=52.69\ \text{ps}^{-1}.$$

The mean wait is 19 fs. An independent reference contains no null events. From each starting energy it integrates the real survival law along flights in all directions, finds the energies after the next collision, and so builds a Markov matrix. Energy suffices as the label because each collision randomizes direction. The stationary vector, weighted by flight times, gives the averages. Coarsening the energy grid from 3 to 6 meV and the directions from 24 to 16 changed drift and mean energy by at most 0.11%.

The reference drift velocity is $6.16\times10^6$ cm/s. Dividing by the field gives the chord mobility,

$$\frac{6.16\times10^6\ \text{cm/s}}{10^4\ \text{V/cm}}=616\ \text{cm}^2/\text{Vs}.$$

The field supplies $10^6\ \text{V/m}\times6.161\times10^4\ \text{m/s}=0.0616$ eV/ps per electron, equal to the computed net loss to phonons at the digits given.

Monte Carlo runs used 12,000 electrons, with about 20 ps recorded after about 5 ps of relaxation. At $\Gamma$ the drift was $(6.160\pm0.011)\times10^6$ cm/s; at $2\Gamma$ it was $(6.154\pm0.011)\times10^6$ cm/s. Mean energies were $51.99\pm0.04$ and $52.10\pm0.04$ meV. The first lies about 2.5 standard errors below the reference, a relative difference of 0.2%, within the test's allowance of four standard errors plus 0.3%. Half the summed absolute difference between the simulated and reference energy distributions, in 30 meV bins, was 0.0011 at $\Gamma$ and 0.00035 at $2\Gamma$.

The mean real rate is 8.32 ps$^{-1}$, so the expected null share is $1-8.318/52.689=84.2\%$; the run gave 84.23%. Doubling $\Gamma$ raised it to 92.11%. At equal simulated time this doubled the number of events and left the statistical error of the drift at $1.1\times10^4$ cm/s.

## How low the ceiling may be

If $\lambda>\Gamma$, every event is accepted and the real rate saturates at $\min(\lambda,\Gamma)$. This is a different physical model, and which one depends on how the mechanism is chosen. With steps 2 and 4 as written, the excess is cut from the last mechanism in the cumulative list: at $\Gamma=12$ ps$^{-1}$ with emission last, acoustic scattering and absorption fill the whole range of $u$ above about 0.22 eV, emission is never chosen there, and carriers run away in energy. The clipped results below instead draw $u$ in $(0,\max(\Gamma,\lambda))$, which keeps the mechanisms in proportion to their rates. A ceiling of 12 ps$^{-1}$ exceeds the mean real rate of 8.32 ps$^{-1}$, yet it fails: at 0.12 eV the true rate is already 20.05 ps$^{-1}$. The simulation gave 68.80 meV, against 68.89 meV from the reference solved with the clipped rate. This is 32% above the true model's mean energy, and the drift is 15% too high. The ceiling must cover the states reached, not the average.

In this model $\lambda$ grows without limit as the energy rises, so no finite $\Gamma$ satisfies the theorem everywhere. The true and simulated paths have the same law until the first visit above the ceiling. At $\Gamma=52.69$ ps$^{-1}$ the reference spends about $9\times10^{-9}$ of its time there, and clipping changes the mean energy by a relative $3\times10^{-9}$. A higher field or a new scattering mechanism requires a fresh check.

## Relation to silicon

The parameters are rough typical values for electrons in undoped silicon, with several phonons lumped into one. Measured drift velocities at this field and room temperature are roughly $7\times10^6$ cm/s, so the model has the right size at this field without being a fit. The agreement does not extend to low fields: there the model's mobility is about 960 cm$^2$/Vs, well below the measured value of roughly 1400 cm$^2$/Vs. Operating chips can be hotter than 300 K. Acoustic scattering grows in proportion to the lattice temperature $T$, through the number of thermal phonons, so $a=5\,(T/300\ \text{K})$ ps$^{-1}$, while $N$ follows from its formula. At 400 K, with field and band held fixed, the model's drift falls by 30.5%, to about $4.3\times10^6$ cm/s. Doped or gated channels add impurity and surface scattering, which are not sized here.

Silicon's valleys are also anisotropic. For a field along a valley axis, one third of the valleys respond with mass $0.92\,m_e$ and two thirds with $0.19\,m_e$. With the same rates as functions of energy, their drifts are $2.16\times10^6$ and $7.89\times10^6$ cm/s. Equal filling without exchange gives a mean of $5.98\times10^6$ cm/s, 3% below the spherical result; phonon exchange between valleys shifts electrons towards the cooler valleys, which are heavy along the field, and lowers the mean further, so 3% is not the full effect of anisotropy.

Other omissions can be sized separately. A nonparabolicity of 0.5 eV$^{-1}$ raises the density of states at the mean energy by 6.6%. At $10^{16}$ electrons per cm$^3$, the density is $3.6\times10^{-4}$ of the band's effective density of states, so degeneracy is weak. Tunnelling across a 1.1 eV gap would span 1100 nm, against an amplitude decay length $\hbar/\sqrt{2m_tE_g}=0.43$ nm, taking $m_t=0.19\,m_e$ and a barrier as high as the gap $E_g$. The time share above 0.6 eV also bounds the share above the gap, where impact ionization could begin. Collision broadening, $\hbar\langle\lambda\rangle=5.5$ meV, is about a tenth of the mean energy. Null events add nothing to this broadening, since they are a device for sampling and not a physical interaction. The numerical output below lists the remaining rates and distribution shares.

## Numbers as computed

```
Input: T 300 K, field 10 kV/cm, mass 0.26 m_e
Input: phonon 60 meV, a 5/ps, b 10/ps
Phonon occupation: 0.1089
Velocity unit: 2.8491e+07 cm/s; acceleration of w: 2.3743 /ps
Rates at 0.03 eV (ac, abs, em, total): 3.54, 1.33, 0.00, 4.87 /ps
Rates at 0.06 eV (ac, abs, em, total): 5.00, 1.54, 0.00, 6.54 /ps
Rates at 0.12 eV (ac, abs, em, total): 7.07, 1.89, 11.09, 20.05 /ps
Rates at 0.30 eV (ac, abs, em, total): 11.18, 2.67, 22.18, 36.02 /ps
Rates at 0.60 eV (ac, abs, em, total): 15.81, 3.61, 33.27, 52.69 /ps
Gamma: 52.689 /ps; mean wait 18.98 fs
Path test: w_z = -1, w_perp^2 = 0.1, time 0.20 ps
Survival, direct: 0.3131926
Survival, summed over null events: 0.3131929
Survival with no event of any kind: 2.652e-05
Mean null events on surviving paths: 9.3768
Ring test: largest distribution error 5.6e-17
Ring test: largest Poisson-count error 1.2e-16
Solver drift: 6.1608e+06 cm/s
Solver chord mobility: 616.1 cm2/Vs
Solver mean energy: 52.09 meV
Solver mean real rate: 8.318 /ps
Solver energy before real events: 78.15 meV
Field heating: 0.06161 eV/ps
Net phonon loss: 0.06161 eV/ps
Solver grid change: 0.104 %
MC Gamma: drift 6.1598e+06 +- 1.1e+04 cm/s
MC Gamma: path drift 6.1578e+06 +- 1.2e+04 cm/s
MC Gamma: energy 51.99 +- 0.04 meV
MC Gamma: real-event energy 78.06 meV
MC Gamma: null share 84.23 %; distribution distance 0.00110
MC 2 Gamma: drift 6.1542e+06 +- 1.1e+04 cm/s
MC 2 Gamma: path drift 6.1550e+06 +- 1.2e+04 cm/s
MC 2 Gamma: energy 52.10 +- 0.04 meV
MC 2 Gamma: real-event energy 78.20 meV
MC 2 Gamma: null share 92.11 %; distribution distance 0.00035
Time share 0-30 meV (solver, MC Gamma): 0.3254, 0.3258
Time share 30-60 meV (solver, MC Gamma): 0.3407, 0.3413
Time share 60-90 meV (solver, MC Gamma): 0.1916, 0.1913
Time share 90-120 meV (solver, MC Gamma): 0.0833, 0.0827
Time share 120-150 meV (solver, MC Gamma): 0.0356, 0.0355
Low ceiling 12/ps: MC energy 68.80, clipped solver 68.89 meV
Low ceiling: MC drift 7.0758e+06, clipped solver 7.0687e+06 cm/s
Time share above 0.6 eV: 8.9e-09; energy change by ceiling: 3.1e-09
At 400 K: drift change -30.5 %
Valley drift, masses 0.92 and 0.19: 2.157e+06, 7.885e+06 cm/s
Equal-valley mean drift: 5.976e+06 cm/s
Nonparabolic state-density factor (alpha 0.5/eV): 1.066
Degeneracy at 1e+16 cm^-3: n/Nc = 3.6e-04
Collision broadening hbar*rate: 5.47 meV
Tunnelling, gap 1.1 eV: distance 1100 nm, decay length 0.43 nm
```
